# Thermal roughness of a screened, unpinned ferroelectric domain wall: a numerical check

```python
"""Thermal roughness of a screened, unpinned ferroelectric domain wall.

Result under test: w^2 = kT/(2 pi sigma) * ln(L/a), where
  w = rms displacement about the mean plane, sigma = wall stiffness,
  a, L = shortest and longest wavelength, q = 2 pi / wavelength.
Also tested: slopes, unscreened bound charge, lattice pinning, a pinning
spring, and quantum corrections. Lengths are in nm unless stated.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad

# Inputs
sigma = 0.01              # J/m^2
temperature = 300.0       # K
a = 0.4                   # nm
L = 4000.0                # nm
polarization = 0.25       # C/m^2
eps_rel = 500.0           # effective, isotropic
pin_length = 100.0        # nm
freq_ceiling = 5e12       # Hz
slope_limit = 0.1         # accepted mean-square slope

kT = const.k * temperature
ratio = kT / sigma * 1e18             # kT/sigma in nm^2
q_min, q_max = 2*np.pi/L, 2*np.pi/a   # 1/nm


def variance_log(q_low, q_high):
    return ratio / (2*np.pi) * np.log(q_high / q_low)


def slope_square(q_low, q_high):
    return ratio / (4*np.pi) * (q_high**2 - q_low**2)


def variance_spring(q_low, q_high, length):
    k2 = length**-2
    return ratio/(4*np.pi) * np.log((q_high**2 + k2)/(q_low**2 + k2))


def variance_unscreened(q_low, q_high, K):
    return ratio/np.pi * (np.arcsinh(np.sqrt(q_high/K))
                          - np.arcsinh(np.sqrt(q_low/K)))


def lattice_sum(n):
    """Site variance in units kT/sigma, periodic n x n lattice, mean removed.
    One of the two mode sums is done in closed form."""
    k = 2*np.pi*np.arange(1, n)/n
    s = 2*np.sin(k/2)**2
    sh = np.sqrt(s*(s + 2))
    column = 1/(np.tanh(n*np.arcsinh(sh)/2) * 2*sh)
    return ((n*n - 1)/12 + n*column.sum()) / n**2


# Test: Boltzmann average of one standing wave with the full area energy
side = 100.0
q_one = 2*np.pi/side
sd = np.sqrt(2*ratio)/(side*q_one)
amp = np.linspace(-8*sd, 8*sd, 2001)
phase = 2*np.pi*np.arange(64)/64
extra = np.mean(np.sqrt(1 + (amp[:, None]*q_one*np.sin(phase))**2) - 1, axis=1)
weight = np.exp(-side**2*extra/ratio)
amp2 = np.sum(weight*amp**2)/np.sum(weight)
assert abs(amp2/(2*ratio/(side*q_one)**2) - 1) < 1e-3

# Test: lattice sum against the inverse of the elastic matrix
n = 12
ring = 2*np.eye(n) - np.roll(np.eye(n), 1, 0) - np.roll(np.eye(n), -1, 0)
elastic = np.kron(ring, np.eye(n)) + np.kron(np.eye(n), ring)
covariance = np.linalg.pinv(elastic, hermitian=True)
assert abs(np.trace(covariance)/n**2 - lattice_sum(n)) < 1e-9

# Test: growth of the lattice variance against the logarithmic law
n_cells = int(round(L/a))
growth = ratio*(lattice_sum(n_cells) - lattice_sum(100))
assert abs(growth/variance_log(q_min, 2*np.pi/(100*a)) - 1) < 1e-3

# Test: explicit mode sums in a ring of wavevectors
box = 1000.0
m = np.arange(-400, 401)
n2 = (m[:, None]**2 + m[None, :]**2).astype(float)
q2 = n2[(n2 > 20**2) & (n2 <= 400**2)]*(2*np.pi/box)**2
ql, qh = 20*2*np.pi/box, 400*2*np.pi/box
assert abs(ratio/box**2*np.sum(1/q2)/variance_log(ql, qh) - 1) < 0.01
assert abs(ratio/box**2*len(q2)/slope_square(ql, qh) - 1) < 0.01
spring_sum = ratio/box**2*np.sum(1/(q2 + 5.0**-2))
assert abs(spring_sum/variance_spring(ql, qh, 5.0) - 1) < 0.01


def softened(S):
    """Stiffness factor from the area energy averaged over Gaussian slopes."""
    x, wt = np.polynomial.hermite.hermgauss(40)
    sx, sy = np.sqrt(S)*x[:, None], np.sqrt(S)*x[None, :]
    w2 = wt[:, None]*wt[None, :]/np.pi
    h = 0.01
    f = [np.sum(w2*np.sqrt(1 + (sx + t)**2 + sy**2)) for t in (-h, 0, h)]
    return (f[0] - 2*f[1] + f[2])/h**2


assert abs(softened(0.01) - (1 - 0.01)) < 3e-4

# Test: field energy of a rippled wall, from its polarization (P=eps=q=1);
# the derived energy per area is ripple^2/2
ripple, points, steps = 1e-3, 64, 4000
xs = 2*np.pi*np.arange(points)/points
angle = (np.arange(steps) + 0.5)*np.pi/steps - np.pi/2
kz = np.tan(angle)[:, None]
coef = np.fft.fft(np.exp(-1j*kz*ripple*np.cos(xs)), axis=1)/points*2/(1j*kz)
kx = np.fft.fftfreq(points, 1/points)[None, :]
density = np.sum(kx**2*np.abs(coef)**2/(2*(kx**2 + kz**2)), axis=1)
field_energy = np.sum(density*(1 + kz[:, 0]**2))*np.pi/steps/(2*np.pi)
assert abs(field_energy/(ripple**2/2) - 1) < 5e-3

# Test: unscreened variance by quadrature over direction and wavevector
K = 2*polarization**2/(eps_rel*const.epsilon_0*sigma)*1e-9    # 1/nm
x, wt = np.polynomial.legendre.leggauss(100)
span = np.log(q_max/q_min)
qs = q_min*np.exp(span*(x + 1)/2)[:, None]
th = 2*np.pi*np.arange(4000)/4000
angular = np.mean(qs**2/(qs**2 + K*qs*np.cos(th)**2), axis=1)
numeric = ratio/(2*np.pi)*np.sum(wt*angular)*span/2
assert abs(numeric/variance_unscreened(q_min, q_max, K) - 1) < 1e-5

# Test: averaged lattice potential, and its scaling at the roughening point
v = 0.05
mean_cos = quad(lambda y: np.cos(2*np.pi*y)*np.exp(-y*y/(2*v))
                / np.sqrt(2*np.pi*v), -3, 3)[0]
assert abs(mean_cos - np.exp(-2*np.pi**2*v)) < 1e-8
T_rough = 2*sigma*(a*1e-9)**2/(np.pi*const.k)


def log_pinning(T, size):
    var = const.k*T/sigma*1e18*lattice_sum(size)
    return 2*np.log(size) - 2*np.pi**2*var/a**2


def pin_change(T):
    return log_pinning(T, 10000) - log_pinning(T, 100)


assert abs(pin_change(T_rough)) < 0.01
assert pin_change(0.8*T_rough) > 0 > pin_change(temperature)

# Test: quantum factor from a thermal trace with oscillator matrices
x_q = const.h*freq_ceiling/kT
quantum = x_q/2/np.tanh(x_q/2)
levels = np.arange(120)
lower = np.diag(np.sqrt(levels[1:]), 1)
position = (lower + lower.T)/np.sqrt(2)
boltz = np.exp(-x_q*levels)
trace = np.sum(boltz*np.diag(position @ position))/boltz.sum()
assert abs(trace*x_q - quantum) < 1e-8

# Worked example
w = np.sqrt(variance_log(q_min, q_max))
w_lattice = np.sqrt(ratio*lattice_sum(n_cells))
w_half = np.sqrt(variance_log(q_min, q_max/2))
q_trust = np.sqrt(q_min**2 + 4*np.pi*slope_limit/ratio)
w_trust = np.sqrt(variance_log(q_min, q_trust))
soft = softened(slope_limit)
w_bare = np.sqrt(variance_unscreened(q_min, q_max, K))
w_pin = np.sqrt(variance_spring(q_min, q_max, pin_length))
assert abs(w - 0.8) < 0.05 and abs(w_lattice - 0.8) < 0.05

print(f"stiffness: {sigma:.3f} J/m^2")
print(f"temperature: {temperature:.0f} K")
print(f"shortest wavelength: {a:.1f} nm")
print(f"longest wavelength: {L/1000:.1f} micrometres")
print(f"thermal energy kT: {kT:.3e} J")
print(f"kT/sigma: {ratio:.4f} nm^2")
print(f"kT/(2 pi sigma): {ratio/(2*np.pi):.5f} nm^2")
print(f"ln(L/a): {np.log(L/a):.3f}")
print(f"variance: {w*w:.4f} nm^2")
print(f"rms roughness: {w:.3f} nm = {w*1e-9:.2e} m")
print(f"rms roughness in cells: {w/a:.2f}")
print(f"lattice cells per side: {n_cells}")
print(f"lattice rms roughness: {w_lattice:.3f} nm")
print(f"rms with upper q halved: {w_half:.3f} nm")
print(f"mean-square slope, all waves: {slope_square(q_min, q_max):.2f}")
print(f"accepted mean-square slope: {slope_limit:.2f}")
print(f"shortest trusted wavelength: {2*np.pi/q_trust:.2f} nm")
print(f"rms from trusted waves: {w_trust:.3f} nm")
print(f"trusted share of variance: {100*w_trust**2/w**2:.1f} %")
print(f"stiffness factor at accepted slope: {soft:.3f}")
print(f"trusted rms with softened stiffness: {w_trust/np.sqrt(soft):.3f} nm")
print(f"polarization: {polarization*100:.0f} uC/cm^2")
print(f"effective relative permittivity: {eps_rel:.0f}")
print(f"bound-charge wavevector K: {K:.3f} 1/nm")
print(f"unscreened rms roughness: {w_bare:.3f} nm")
print(f"roughening temperature: {T_rough:.1f} K")
print(f"pinning length: {pin_length:.0f} nm")
print(f"rms with pinning spring: {w_pin:.3f} nm")
print(f"mode frequency ceiling: {freq_ceiling/1e12:.1f} THz")
print(f"hf/kT at ceiling: {x_q:.3f}")
print(f"largest quantum factor on variance: {quantum:.4f}")
print(f"largest quantum rise of rms: {100*(np.sqrt(quantum)-1):.1f} %")
print("tests ok")
```

Printed output:

```
stiffness: 0.010 J/m^2
temperature: 300 K
shortest wavelength: 0.4 nm
longest wavelength: 4.0 micrometres
thermal energy kT: 4.142e-21 J
kT/sigma: 0.4142 nm^2
kT/(2 pi sigma): 0.06592 nm^2
ln(L/a): 9.210
variance: 0.6072 nm^2
rms roughness: 0.779 nm = 7.79e-10 m
rms roughness in cells: 1.95
lattice cells per side: 10000
lattice rms roughness: 0.792 nm
rms with upper q halved: 0.749 nm
mean-square slope, all waves: 8.13
accepted mean-square slope: 0.10
shortest trusted wavelength: 3.61 nm
rms from trusted waves: 0.680 nm
trusted share of variance: 76.1 %
stiffness factor at accepted slope: 0.917
trusted rms with softened stiffness: 0.710 nm
polarization: 25 uC/cm^2
effective relative permittivity: 500
bound-charge wavevector K: 2.824 1/nm
unscreened rms roughness: 0.455 nm
roughening temperature: 73.8 K
pinning length: 100 nm
rms with pinning spring: 0.696 nm
mode frequency ceiling: 5.0 THz
hf/kT at ceiling: 0.800
largest quantum factor on variance: 1.0528
largest quantum rise of rms: 2.6 %
tests ok
```
